\section*{The g tensor of an axial silicon dangling bond, part 1}

(Sections cited here and not found follow in the second part.)

\section{Part I. From one p orbital to a dangling hybrid}

\subsection{One electron in a split p shell}

Put one electron in the p shell of a single atom. Let $p_z$ have energy zero and let $p_x$ and $p_y$ lie together at energy $\Delta>0$. This is a dangling orbital stripped to its axis. Angular momenta are measured in units of $\hbar$, and the two magnetic terms are
\begin{equation}
H_{\rm so}=\zeta\,\mathbf l\cdot\mathbf s,\qquad
H_Z=\mu_B\,\mathbf B\cdot(\mathbf l+g_e\mathbf s),
\end{equation}
where $\zeta>0$ is the spin-orbit constant of the shell and $g_e=2.0023$ is the free-electron value, taken positive.

The states with definite $l_z$ are $|0\rangle=|p_z\rangle$ and $|\pm1\rangle=\mp(|p_x\rangle\pm i|p_y\rangle)/\sqrt2$. With $l_\pm=l_x\pm il_y$ they obey $l_\pm|0\rangle=\sqrt2\,|\pm1\rangle$ and $l_\mp|\pm1\rangle=\sqrt2\,|0\rangle$. The spin-orbit term is
\begin{equation}
\mathbf l\cdot\mathbf s=l_zs_z+\tfrac12(l_+s_-+l_-s_+).
\label{eq:ls}
\end{equation}
It conserves $l_z+s_z$. The state $|0\uparrow\rangle$ therefore meets one partner, $|{+1}\downarrow\rangle$. The coupling is $\zeta\cdot\frac12\cdot\sqrt2=\zeta/\sqrt2$, and the partner has energy $\Delta-\zeta/2$ because $l_zs_z=-\frac12$ there. The block to be diagonalized is
\begin{equation}
\begin{pmatrix}0&\zeta/\sqrt2\\ \zeta/\sqrt2&\Delta-\zeta/2\end{pmatrix}.
\end{equation}
Its lower eigenvector, and the corresponding vector built on $|0\downarrow\rangle$, which has the same matrix elements, are
\begin{align}
|A\rangle&=\cos\varphi\,|0\uparrow\rangle-\sin\varphi\,|{+1}\downarrow\rangle,\\
|B\rangle&=\cos\varphi\,|0\downarrow\rangle-\sin\varphi\,|{-1}\uparrow\rangle,
\qquad \tan2\varphi=\frac{\sqrt2\,\zeta}{\Delta-\zeta/2},
\end{align}
with $0<2\varphi<\pi$. These two states are degenerate without a field. A weak field splits them by $g\mu_BB$, which defines $g$ for each field direction.

For a field along $z$ the Zeeman term is diagonal in $A,B$, since it also conserves $l_z+s_z$. The two diagonal elements are opposite, so $g_\parallel$ is twice the element in $A$:
\begin{equation}
g_\parallel=2\left[\frac{g_e}{2}\cos^2\varphi+\left(1-\frac{g_e}{2}\right)\sin^2\varphi\right]
=g_e-2(g_e-1)\sin^2\varphi .
\label{eq:parexact}
\end{equation}
For a field along $x$ the diagonal elements vanish, because $l_x$ and $s_x$ change $l_z+s_z$ by one unit. The splitting is then twice the size of the off-diagonal element. The spin part connects $|0\uparrow\rangle$ with $|0\downarrow\rangle$ and gives $\frac12g_e\cos^2\varphi$. The orbital part connects $|0\rangle$ with $|\pm1\rangle$ at unchanged spin. Each such element of $l_x=(l_++l_-)/2$ equals $1/\sqrt2$, and there are two of them, each with the factor $-\sin\varphi\cos\varphi$. Hence
\begin{equation}
g_\perp=g_e\cos^2\varphi-2\cdot2\cdot\frac{\sin\varphi\cos\varphi}{\sqrt2}
=g_e\cos^2\varphi-\sqrt2\,\sin2\varphi .
\label{eq:perpexact}
\end{equation}

\subsection{Two limits of the simple case}

For $\zeta\ll\Delta$ the angle is small, $\varphi\simeq\zeta/(\sqrt2\Delta)$. Equation (\ref{eq:parexact}) contains $\varphi$ squared, whereas (\ref{eq:perpexact}) contains it linearly:
\begin{equation}
g_\parallel=g_e+O(\zeta^2/\Delta^2),\qquad
g_\perp=g_e-\frac{2\zeta}{\Delta}+O(\zeta^2/\Delta^2).
\label{eq:simple}
\end{equation}
The parallel component stays near $g_e$ because $l_z|p_z\rangle=0$: a field along the axis finds no orbital moment to act on at first order. A transverse field does find one. When the spin points along $+x$, the state is $(|A\rangle+|B\rangle)/\sqrt2$, and its orbital moment is $\langle l_x\rangle\simeq-\zeta/\Delta$. This moment opposes the spin and lowers $g_\perp$.

In the opposite limit, $\Delta\to0$, the atom is spherical and the result must not depend on direction. Then $\tan2\varphi=-2\sqrt2$, so $\sin2\varphi=2\sqrt2/3$, $\cos^2\varphi=1/3$ and $\sin^2\varphi=2/3$. The two formulas give
\begin{equation}
g_\parallel=\frac{4-g_e}{3},\qquad g_\perp=-\frac{4-g_e}{3}.
\end{equation}
The magnitudes agree, as they must. The minus sign has no effect on the splitting: changing the phase of $|B\rangle$ by $\pi$ reverses the signs of the $x$ and $y$ components together.

The simple case thus has the expected anisotropy but the wrong direction of shift. A silicon dangling bond has something that this atom lacks, namely filled orbitals below the unpaired one.

\subsection{Filled orbitals reverse the sign}

Now let the unpaired electron occupy a real orbital $u$ of energy $E_0$, with other real orbitals $n$ at energies $E_n$. Some of these are doubly filled and some are empty. Let $|F\rangle$ be the determinant of the filled orbitals, and let $c^\dagger$ and $c$ create and remove electrons. The ground doublet is $|\!\uparrow\rangle=c^\dagger_{u\uparrow}|F\rangle$ and $|\!\downarrow\rangle=c^\dagger_{u\downarrow}|F\rangle$. I also allow a repulsion $U$ between two electrons in $u$. Apart from $U$ the electrons are independent.

Write $v=\zeta\,\mathbf l\cdot\mathbf s$ for one electron and $\mathcal V$ for its sum over electrons. In the same way $\mathcal L_x$ is the sum of $l_x$. A real orbital has no mean angular momentum, so $v$ vanishes inside the doublet. The perturbed states then give, to first order in $\zeta$,
\begin{equation}
\frac{g_x}{2}=\frac{g_e}{2}+\sum_K
\frac{\langle\uparrow|\mathcal L_x|K\rangle\langle K|\mathcal V|\downarrow\rangle
+\langle\uparrow|\mathcal V|K\rangle\langle K|\mathcal L_x|\downarrow\rangle}{E_G-E_K},
\label{eq:pt}
\end{equation}
where $E_G$ is the energy of the doublet and $K$ runs over excited determinants. The spin part of $H_Z$ is missing from the sum because it cannot connect orthogonal orbitals.

If $n$ is empty, $K$ has the unpaired electron moved into $n$ with spin $\tau$. Its matrix elements are those of one electron, and $E_G-E_K=E_0-E_n$.

If $n$ is filled, an electron moves from $n\tau$ into the free place in $u$. Define $|K\rangle=c^\dagger_{u\uparrow}c^\dagger_{u\downarrow}c_{n\tau}|F\rangle$. Moving the operators past each other gives
\begin{align}
c^\dagger_{u\downarrow}c_{n\tau}c^\dagger_{u\uparrow}|F\rangle
&=-c^\dagger_{u\downarrow}c^\dagger_{u\uparrow}c_{n\tau}|F\rangle=+|K\rangle,\\
c^\dagger_{u\uparrow}c_{n\tau}c^\dagger_{u\downarrow}|F\rangle
&=-c^\dagger_{u\uparrow}c^\dagger_{u\downarrow}c_{n\tau}|F\rangle=-|K\rangle .
\end{align}
Therefore $\langle K|\mathcal V|\uparrow\rangle=\langle u\downarrow|v|n\tau\rangle$ but $\langle K|\mathcal V|\downarrow\rangle=-\langle u\uparrow|v|n\tau\rangle$, and the same holds for $\mathcal L_x$. The first product in (\ref{eq:pt}) becomes
\begin{equation}
\langle\uparrow|\mathcal L_x|K\rangle\langle K|\mathcal V|\downarrow\rangle
=-\langle u\uparrow|v|n\tau\rangle\langle n\tau|l_x|u\downarrow\rangle .
\end{equation}
This is the second product of the one-electron expression with its sign reversed. The second product turns into the first in the same way. The energy denominator also carries a minus sign, because the excitation costs $E_0-E_n+U$: the orbital $u$ is now doubly occupied. The two signs cancel, so the one-electron expression survives with $E_0-E_n$ replaced by $E_0-E_n+U$.

Excitations from a filled orbital directly into an empty one leave $u$ alone. They contribute nothing to (\ref{eq:pt}), since each operator moves a single electron and the spin of $u$ would have to flip as well. In the diagonal element used for a field along $z$, the sum over the spins of the closed pair contains the trace of $s_z$, which is zero.

It remains to work out the one-electron products. Since $l_x$ does not touch the spin, the sum over $\tau$ gives
\begin{equation}
\zeta\sum_j(s_j)_{\uparrow\downarrow}
\left[\langle u|l_x|n\rangle\langle n|l_j|u\rangle
+\langle u|l_j|n\rangle\langle n|l_x|u\rangle\right].
\end{equation}
The term $j=z$ drops out because $s_z$ is diagonal. The term $j=y$ drops out in axial symmetry, because an orbital of $y$ type is reached from $u$ by $l_x$ and one of $x$ type by $l_y$, never the same orbital by both. The term $j=x$ has $(s_x)_{\uparrow\downarrow}=\frac12$ and two equal products, which leaves $\zeta|\langle n|l_x|u\rangle|^2$. Doubling (\ref{eq:pt}) gives
\begin{equation}
g_i-g_e=2\zeta\sum_n\frac{|\langle n|l_i|u\rangle|^2}{E_0-E_n+U_n},\qquad
U_n=\begin{cases}U,&n\ \text{filled}\\0,&n\ \text{empty.}\end{cases}
\label{eq:general}
\end{equation}
The direction $i=z$ follows from the diagonal element in the same manner. For a filled $n$ the electron that moves into $u$ has spin down there, so $(s_z)_{\downarrow\downarrow}=-\frac12$ supplies the sign that cancels the one in the denominator.

Two limits fix the meaning. With $u=p_z$ and empty $p_x,p_y$ at $\Delta$, equation (\ref{eq:general}) returns $-2\zeta/\Delta$, in agreement with (\ref{eq:simple}). If instead $p_x$ and $p_y$ are filled at $-\Delta$ and $U=0$, the shift is $+2\zeta/\Delta$. With $\zeta=0.02$ eV and $\Delta=2$ eV these shifts are $\mp0.02$. A filled orbital below $u$ makes the induced orbital moment parallel to the spin; an empty orbital above makes it antiparallel.

\subsection{The dangling hybrid}

A real dangling orbital is neither pure $p_z$ nor confined to one atom. Write
\begin{equation}
|u\rangle=\sqrt w\,|p_z\rangle+|{\rm rest}\rangle ,
\end{equation}
where $w$ is the weight in the $p_z$ orbital of the defect atom. The rest consists of the 3s part on that atom and of amplitude on other atoms. The 3s part has no angular momentum. I first assume that the outer amplitude contributes none either: $\mathbf l$ is taken about the defect nucleus and acts only in its p shell. Part II examines this assumption.

The defect has threefold symmetry about $z$. Orbitals that transform like the pair $x,y$ are said to have e symmetry. Each such pair has the form
\begin{equation}
|n_x\rangle=c_n|p_x\rangle+|{\rm rest}\rangle,\qquad
|n_y\rangle=c_n|p_y\rangle+|{\rm rest}\rangle,
\qquad \sum_nc_n^2=1 .
\end{equation}
The sum rule holds because the e orbitals together form a complete set for their symmetry, so they share out the whole of $p_x$.

From $l_z|p_z\rangle=0$ the operator $l_z$ annihilates $u$ altogether, and (\ref{eq:general}) gives $g_\parallel=g_e$ to first order. From $l_y|p_z\rangle=i|p_x\rangle$ follows $\langle n_x|l_y|u\rangle=i\sqrt w\,c_n$. Axial orbitals other than $u$ are not reached, because $l_y$ turns $p_z$ into $p_x$. With $U=0$ the result is
\begin{equation}
\boxed{\;g_\parallel=g_e,\qquad g_\perp=g_e+2\zeta wG,\qquad
G=\sum_n\frac{c_n^2}{E_0-E_n}\;}
\label{eq:main}
\end{equation}
to first order in $\zeta$. For $w\to0$, as in a pure s orbital, the anisotropy disappears.

\subsection{What symmetry does not decide}

Suppose there is one filled e level at $E_0-\Delta$ and one empty e level at $E_0+\Delta$, each with half of the $p_x$ weight. Then
\begin{equation}
G=\frac{1/2}{\Delta}-\frac{1/2}{\Delta}=0 ,
\end{equation}
and $g_\perp$ does not move at first order, although the orbital is axial and spin-orbit coupling is present. The axial shape protects $g_\parallel$; it says nothing about the direction in which $g_\perp$ moves. An upward shift requires $G>0$: the filled e orbitals, each weighted by its $p_x$ content and divided by its distance from $E_0$, must outweigh the empty ones. This is a condition on the bonding around the defect, and it needs a model of the back bonds.

\section{Part II. Back bonds, numbers and limits of the model}

\subsection{Symbols and results carried over}

The unpaired orbital $u$ has energy $E_0$ and weight $w$ in the on-site $p_z$ orbital. The spin-orbit constant is $\zeta$. The e orbitals have energies $E_n$ and on-site $p_x$ weights $c_n^2$, which add up to one. To first order in $\zeta$, $g_\parallel=g_e$ and $g_\perp=g_e+2\zeta wG$ with $G=\sum_nc_n^2/(E_0-E_n)$. More generally, the shift for field direction $i$ is $2\zeta\sum_n|\langle n|l_i|u\rangle|^2/(E_0-E_n)$, and a repulsion $U$ in $u$ is added to the denominator of each filled orbital. From here on $E_0=0$ in all numbers.

To first order in $\zeta$, and with angular momentum only on the defect atom, $g_\parallel$ stays at $g_e$ while $g_\perp$ shifts by $2\zeta wG$, upward only if the filled e orbitals outweigh the empty ones. What remains is a model of the back bonds to fix the sign and size of $G$, and an examination of second-order terms, repulsion and the amplitude on neighbouring atoms.
